# Why a Thin Template Bonded to a Thick Handle Shares Little Strain

A thin crystalline template does not become compliant merely by being thin. If it is perfectly bonded to a thick handle, its lower face must stretch by the same amount as the handle surface beneath it. The film then has to deform the handle in order to deform the template. For a wide film of thickness \(h_f\) on a handle of thickness \(h_s\), with equal elastic constants and free bending, the template takes up a fraction of about \(4h_f/h_s\) of the misfit. A free, flat template as thick as the film would take up one half.

The reason is kinematic. Let \(u_t\) be the in-plane displacement of the template's lower face, \(u_s\) that of the handle surface, and \(\Delta=u_t-u_s\) the relative displacement. Differentiating along the interface gives

\[
e_t=e_s+\frac{d\Delta}{dx}.
\]

A perfect bond sets \(\Delta=0\), hence \(e_t=e_s\). Slip, or shear of an intermediate layer, supplies a nonzero \(d\Delta/dx\) if it varies along the interface. Release removes the constraint. Bending of the handle changes \(e_s\), but for a thick handle not by much. What follows puts sizes on these statements.

## The layered model

All layers are linear, isotropic and free of dislocations, and strains are small. The unstrained template and handle fit each other. The unstrained film is larger in both in-plane directions by the misfit strain \(m>0\). The upper surface is free, so the stress normal to the layers vanishes.

For equal strain in the two in-plane directions, stress equals the biaxial modulus \(M=E/(1-\nu)\) times elastic strain. Elastic strain is the total strain \(e\) minus the stress-free strain \(e^*\), with \(e^*=m\) in the film and zero elsewhere. Each of the two directions contributes half of stress times strain to the energy density, so the energy per area is

\[
U=\sum_i\int_i M_i\,(e-e_i^*)^2\,dz .
\]

First keep everything flat. The strain \(e\) is then the same in all layers, and

\[
\frac{dU}{de}=2\left[(M_sh_s+M_th_t+M_fh_f)\,e-M_fh_fm\right]=0,
\]

\[
e=\frac{M_fh_f}{M_sh_s+M_th_t+M_fh_f}\,m .
\]

Without a handle, the term \(M_sh_s\) is absent, and equal film and template layers each accommodate \(m/2\). With a thick handle, \(M_sh_s\) dominates the denominator. Making the template thinner or softer reduces only \(M_th_t\), which was already negligible. A soft template does not help a film whose strain is fixed by the handle below.

Now let the handle bend. Measure \(z\) from its midplane and write \(e=e_0+\kappa z\). To leading order in \(h_f/h_s\) and \(h_t/h_s\), the template's stiffness is negligible and the film is still almost fully strained. It exerts the outward force per length

\[
N=M_fh_fm
\]

at height \(h_s/2\). Force and moment balance on the handle give

\[
M_sh_se_0=N,\qquad \frac{M_sh_s^3}{12}\,\kappa=N\frac{h_s}{2}.
\]

Thus \(e_0=N/(M_sh_s)\) and \(\kappa=6N/(M_sh_s^2)\), and the strain at the handle surface, which is also the template strain, is

\[
e_t\simeq e_0+\frac{\kappa h_s}{2}
=\frac{N}{M_sh_s}(1+3)
=\frac{4M_fh_f}{M_sh_s}\,m .
\]

One part comes from stretching and three parts from bending. Bending is thus the larger contribution, but both vanish as \(h_f/h_s\to0\).

For numbers, take the round model values \(E=130\) GPa and \(\nu=0.3\) for film, template and handle, so that \(M=185.7\) GPa. The misfit is 1%, film and template are each 20 nm thick, and the handle is 500 µm thick. In a real semiconductor such a film can exceed the equilibrium critical thickness for misfit dislocations; the example assumes that none form. The flat result is

\[
e_t\simeq\frac{20\times10^{-9}}{500\times10^{-6}}\times1\%
=4.0\times10^{-5}\,\% .
\]

Free bending raises it to \(1.6\times10^{-4}\,\%\). The elastic energy of the whole stack, handle included, is then 99.984% of that of a fully strained film. Direct minimization of the layer energy, with unequal moduli, confirmed both strain formulas. It also confirmed that making the template ten times softer leaves the film strain practically unchanged.

## What release changes

Now remove the handle. For equal moduli let \(H=h_f+h_t\) and \(f=h_f/H\), with \(z\) measured from the middle of the bilayer and the film on top. If the bilayer is held flat, the earlier formula gives \(e=fm\), and

\[
U_{\rm flat}=MH\left[(1-f)(fm)^2+f(1-f)^2m^2\right]
=MHf(1-f)m^2 .
\]

Relative to the energy \(MfHm^2\) of a fully strained film, this is \(1-f\).

If the bilayer may bend, put \(e=e_0+\kappa z\). Since \(\int z\,dz=0\) over the bilayer, the energy separates:

\[
\frac UM=m^2fH-2e_0mfH+e_0^2H-2\kappa B+\kappa^2\frac{H^3}{12},
\]

where

\[
B=m\int_{H/2-h_f}^{H/2}z\,dz
=\frac m2h_f(H-h_f)
=\frac{mH^2}{2}f(1-f).
\]

Setting the derivatives with respect to \(e_0\) and \(\kappa\) to zero gives

\[
e_0=fm,\qquad \kappa=\frac{12B}{H^3}=\frac{6m}{H}f(1-f).
\]

Inserting these values, the terms in \(e_0\) sum to \(-f^2m^2H\) and those in \(\kappa\) to \(-12B^2/H^3=-3m^2Hf^2(1-f)^2\). Therefore

\[
\frac{U_{\rm bent}}{MfHm^2}=(1-f)\left[1-3f(1-f)\right].
\]

For equal layers the energy falls to 1/2 when flat and to 1/8 when bent. Yet the mean template strain does not grow on bending. The template's middle lies at \(z=-fH/2\), so

\[
\bar e_t=fm-\frac{\kappa fH}{2}=fm-3mf^2(1-f),
\]

which is \(m/8\) for \(f=1/2\), compared with \(m/2\) when flat. The film's middle lies at \(z=(1-f)H/2\). Its total strain is \(7m/8\), leaving a mean elastic strain of \(-m/8\).

Film relief and template stretching are therefore different quantities. Bending relieves the film by letting its side of the bilayer grow longer than the other, not by stretching the template more on average.

In the example the radius of curvature is \(1/\kappa=2.67\) µm. Uniform curvature in both directions cannot continue over a large area, because a flat sheet must stretch to become part of a sphere. At lateral distance \(r\) that strain is of order \((\kappa r)^2\), and it competes with the bending strain \(\kappa H\), so the result can be trusted for \(r\) up to about \(\sqrt{H/\kappa}\), here 0.33 µm. Larger membranes need a nonlinear plate calculation.

## A perfectly bonded film of finite width

The edges of an isolated film stripe provide an exception to the wide-film result. Consider a stripe of half-width \(L\), long in \(y\) and far from any other stripe, on a continuous template with the same elastic constants as the handle. Mechanically, the template is then simply the top of the handle. Assume \(h_f\ll L\ll h_s\).

Far from its edges the film carries the compressive force \(-N\) per length, but at a free edge its force must vanish. Bond tractions near each edge therefore push the handle outward with total force \(N\). At distances much larger than \(h_f\), each edge acts as a line force on a half-space.

For a line force \(Q\) along the surface, use polar coordinates about its point of action, with \(\theta=0\) along the force. The stress field is

\[
\sigma_{rr}=-\frac{2Q\cos\theta}{\pi r},\qquad
\sigma_{\theta\theta}=\sigma_{r\theta}=0 .
\]

It satisfies radial equilibrium, because \(\partial\sigma_{rr}/\partial r+\sigma_{rr}/r=0\). It is compatible, because \(\cos\theta/r\) is harmonic. It leaves the surface free of traction away from the force. On a half-circle around the force, the horizontal traction sums to

\[
\int_0^\pi\sigma_{rr}\cos\theta\,r\,d\theta
=-\frac{2Q}{\pi}\int_0^\pi\cos^2\theta\,d\theta=-Q,
\]

which balances the applied force; the vertical sum vanishes.

Behind the force, at \(\theta=\pi\), the surface is under tension \(2Q/(\pi r)\). With no strain along \(y\), the strain is this stress divided by \(C=E/(1-\nu^2)\). The two edges add at the centre:

\[
e_{\rm centre}=2\,\frac{2N}{\pi CL}=\frac{4N}{\pi CL}.
\]

The lateral width now plays the part that the handle thickness played before. In the example \(C=142.9\) GPa and \(N=37.14\) N/m, so for \(L=10\) µm

\[
e_{\rm centre}=\frac{4\times37.14}{\pi(142.9\times10^9)(10^{-5})}
=3.3\times10^{-3}\,\% .
\]

This exceeds the wide-wafer value but is still a small part of the 1% misfit. Two-dimensional finite elements gave 1.024 times the edge-force result at \(L/h_f=200\) and 1.015 times at 400. When \(L\) is comparable to the layer thickness, the formula no longer applies, and edge relaxation needs a separate calculation. "Little sharing" therefore refers to the interior of films much wider than they are thick.

## How much displacement sharing requires

Now let film and template form one stripe above a weak interface. The stack stays flat, has the common displacement \(u(x)\), and does not stretch along \(y\). The handle is treated as rigid, so \(\Delta=u\).

The film's elastic strains are \(u'-m\) along \(x\) and \(-m\) along \(y\). Its stress along \(x\) is

\[
\sigma_f=C_f[(u'-m)+\nu_f(-m)]=C_fu'-M_fm,
\]

because \(C_f(1+\nu_f)=M_f\). Adding the template force \(C_th_tu'\) gives the total force per length

\[
F=Su'-N,\qquad S=C_fh_f+C_th_t .
\]

At the free edges \(F=0\), so \(u'=g_0=N/S\). With no interfacial resistance this strain extends throughout the stripe, and the edge displacement is \(g_0L\). Here \(S=5714\) N/m and

\[
g_0=\frac{37.14}{5714}=0.65\% .
\]

This exceeds \(m/2\) because the force \(N\) is the same as for equal strain in both directions, while the modulus opposing a stretch along \(x\) alone is \(C\), which is smaller than \(M\).

Full sharing requires an edge displacement of 65 nm for \(L=10\) µm and 325 µm for \(L=50\) mm. The needed displacement grows with width, while the template thickness stays the same. A perfect bond permits none of it.

If the interface resists outward motion with traction \(\tau\), balance on a short element gives \(F(x+dx)-F(x)-\tau\,dx=0\), or

\[
Su''=\tau .
\]

The law for \(\tau\) determines how far sharing reaches from the edges.

### Elastic shear

An elastic layer of thickness \(h_g\) and shear modulus \(G\) has \(\tau=Gu/h_g\). Symmetry requires \(u(0)=0\), so

\[
u=A\sinh\frac x\lambda,\qquad \lambda=\sqrt{\frac{Sh_g}{G}} .
\]

The edge condition \(A\cosh(L/\lambda)/\lambda=g_0\) fixes \(A\), and at the centre

\[
\frac{u'(0)}{g_0}=\frac1{\cosh(L/\lambda)} .
\]

Sharing is nearly complete for \(L\ll\lambda\) and exponentially small for \(L\gg\lambda\). The uniform-shear description requires both \(L\) and \(\lambda\) to be much larger than the layer thicknesses. The stack must also stay flat. Its bending stiffness is of order \(SH^2\), with \(H=h_f+h_t\), and the soft layer resists vertical displacement with a stiffness per area of order \(G/h_g\). Together they set a bending length of order \((SH^2h_g/G)^{1/4}=\sqrt{\lambda H}\). Unless \(L\) is much larger than this length, the stripe can curl instead of sharing the strain evenly, even if it is much wider than it is thick. In a finite-element test with a soft layer on a fixed base, the central strain was 1.03 times this prediction.

For \(h_g=200\) nm and \(G=0.3\) GPa, \(\lambda=1.95\) µm. The bending length is of order 0.28 µm, so a stripe with \(L=10\) µm stays nearly flat away from its edges. The formula gives it a central ratio of 0.012. Even this soft layer gives little sharing there. The bonded stripe on a deformable handle had a ratio of 0.005, which is not negligible beside 0.012, so the latter describes the layer's contribution on a rigid handle, not a complete prediction.

### Frictional slip

Let the interface slip at constant traction \(\tau_0\), starting from the stuck state and moving outward without reversal. Integrating \(Su''=\tau_0\) inward from the edge gives

\[
u'(x)=g_0-\frac{\tau_0}{S}(L-x).
\]

This reaches zero at a distance

\[
d=\frac{Sg_0}{\tau_0}=\frac N{\tau_0}
\]

from the edge. If \(L>d\), the centre remains stuck and unstrained. If \(L<d\), the whole stripe slips except its symmetry point, and the central ratio is \(1-L/d\). Minimization of elastic energy plus friction work confirmed both cases.

With \(\tau_0=10\) MPa, \(d=37.14/10^7\) m \(=3.7\) µm. On the rigid handle assumed here, the centre of the 10 µm stripe therefore gains nothing, although its edges slip. Slip must be possible, and it must also extend far enough.

### Viscous shear

A viscous layer of viscosity \(\eta\), sheared uniformly through its thickness, has \(\tau=\eta\,(\partial u/\partial t)/h_g\). Force balance becomes

\[
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},
\qquad D=\frac{Sh_g}{\eta}.
\]

The strain \(g=\partial u/\partial x\) obeys the same equation. It starts at zero inside the stripe and is held at \(g_0\) at both edges. Expand the missing strain \(g_0-g\) in \(\cos q_kx\), where \(q_k=(2k+1)\pi/(2L)\), so that each term vanishes at the edges. The initial coefficients are

\[
a_k=\frac{g_0}{L}\int_{-L}^{L}\cos q_kx\,dx
=\frac{4g_0(-1)^k}{(2k+1)\pi}.
\]

Each term decays as \(e^{-Dq_k^2t}\), so at the centre

\[
\frac{g(0,t)}{g_0}=1-\frac4\pi\sum_{k=0}^{\infty}
\frac{(-1)^k}{2k+1}
\exp\left[-\frac{(2k+1)^2\pi^2Dt}{4L^2}\right].
\]

The slowest decay time is \(t_1=4L^2/(\pi^2D)\). A separate discretized force balance agreed with the series.

For \(\eta=10^{10}\) Pa s and \(h_g=200\) nm,

\[
D=\frac{5714\times2\times10^{-7}}{10^{10}}
=1.14\times10^{-13}\ {\rm m^2/s}.
\]

The 10 µm stripe has \(t_1\simeq355\) s, after which its central strain is 53% of \(g_0\). For a half-width of 50 mm, \(L^2\) is \(2.5\times10^7\) times larger and \(t_1\) is about 280 years. For a round wafer the numerical factor differs, but the time still grows as the square of the radius. As long as the stack stays flat, the same viscous layer can thus make a narrow stripe compliant across its width while the centre of a wafer shows negligible in-plane relaxation during growth. In this model the film's misfit along the stripe is not relieved by stretching in that direction. A compressed stack on a viscous layer can also wrinkle. For the example values, wrinkles about 1 µm long grow on a time of order \(10^3\) s. This is longer than \(t_1\) for the stripe but far shorter than \(t_1\) for a wafer, so on a wafer wrinkling comes first, and the 280 years are not the time for which the stack stays flat. Wrinkling needs a separate treatment.

The numerical output gives the values used here. They show why template thickness alone is a poor measure of compliance: the lateral size must also be compared with the distance to which shear or slip of the lower interface reaches inward from the edges.

## Values computed for the example and the checks

```
Young modulus: 130 GPa; Poisson ratio: 0.3
Biaxial modulus M: 185.7 GPa
Plane-strain modulus C: 142.9 GPa
Misfit: 1.00 %
Film and template thickness, each: 20 nm
Handle thickness: 500 um
Template strain, bonded, flat: 4.000e-05 %
Template strain, bonded, handle bends: 1.600e-04 %
Bending/flat template strain ratio: 3.9995
Energy left, bonded, handle bends: 0.999840
Template strain, released, flat: 0.5000 %
Mean template strain, released, bent: 0.1250 %
Mean film elastic strain, released, bent: -0.1250 %
Energy left, released, flat: 0.5000
Energy left, released, bent: 0.1250
Curvature radius, released: 2.667 um
Stripe half-width L: 10 um
Wafer-scale half-width: 50 mm
Film edge force N: 37.14 N/m
Stack stretching stiffness S: 5714.3 N/m
Free stripe strain g0: 0.6500 %
Central strain, bonded stripe: 3.310e-03 %
Bonded stripe strain / g0: 0.00509
Edge displacement for full sharing, stripe: 65.0 nm
Edge displacement for full sharing, wafer: 325.0 um
Interlayer thickness: 200 nm
Soft interlayer shear modulus: 0.3 GPa
Shear-lag length: 1.952 um
Central sharing / g0, soft layer: 0.01191
Friction strength: 10 MPa
Slip-zone length: 3.714 um
Central sharing / g0, friction: 0.000
Interlayer viscosity: 1.0e+10 Pa s
Displacement diffusivity: 1.143e-13 m^2/s
Slowest viscous time, stripe: 354.6 s
Slowest viscous time, wafer: 281.1 years
Central viscous sharing / g0 after one slowest time: 0.5317
Finite-element/edge-force ratio, L/h=200: 1.0237
Finite-element/edge-force ratio, L/h=400: 1.0153
Finite-element/shear-lag ratio: 1.0321
```
